# Reaction-diffusion exponent for hydrogen leaving a thin cylindrical interface

In an idealised model of a long silicon nanowire of radius 10 nm under bias stress, the density $N$ of broken interface bonds grows with a local exponent $n=d\ln N/d\ln t$ that is 0.274 after 1 s and 0.406 after 1000 s. It reaches 0.45 after about $1.2\times10^5$ s, a day and a half, but 0.49 only after $4\times10^{22}$ s. These two times assume an unlimited supply of bonds; with the finite supply of the example below, the exponent peaks near 0.39 and never reaches 0.45. The exponent has a limit, $1/2$, and the approach to it is logarithmic. The theorem below gives the law of approach, including the constant inside the logarithm.

## Model and assumptions

Silicon-hydrogen bonds, $N_0$ per unit area, sit on a long cylinder of radius $a$. They break at the rate $k_F$ per bond and are restored by atomic hydrogen. The hydrogen has the density $H(r,t)$ per unit volume, with the value $H_s$ at the interface $r=a$:
$$\frac{dN}{dt}=k_F(N_0-N)-k_RNH_s .$$
Solving for the product $NH_s$ gives
$$NH_s=K\left[1-\frac{N}{N_0}-\frac{1}{k_FN_0}\frac{dN}{dt}\right],\qquad K=\frac{k_FN_0}{k_R}.$$

The assumptions are these.

- **A1.** Few bonds are broken, $N\ll N_0$, and the net rate is small, $dN/dt\ll k_FN_0$. Then $NH_s=K$ (quasi-equilibrium).
- **A2.** The hydrogen is neutral and atomic, does not pair, and diffuses with constant $D$ in the unbounded region $r>a$, which is empty at first. None enters the core.
- **A3.** Densities are smooth mean fields, depending on $r$ and $t$ alone.
- **A4.** The solution has a power expansion at short times and, at long times, a power of time multiplied by an expansion in inverse logarithms. Both may be differentiated. The proof fixes their coefficients; it does not prove that they exist.

Each broken bond has released one atom, so per unit length $2\pi aN=\int_a^\infty H\,2\pi r\,dr$. Define
$$\tau=\frac{Dt}{a^2},\quad \rho=\frac ra,\quad N=\sqrt{Ka}\,y,\quad H=\frac{\sqrt{Ka}}{a}\,h .$$
Then $NH_s=(Ka/a)\,yh_s=K\,yh_s$, and quasi-equilibrium becomes $yh_s=1$. No parameter remains: $y$ depends on $\tau$ alone. Hence, at fixed $K$, $a$ and $t$, $n$ is also $d\ln N/d\ln D$.

## Theorem

Let $\gamma=0.5772\ldots$ be Euler's constant. Under A1–A4:

**(i)** As $\tau\to0$,
$$y=C\tau^{1/4}\left(1+e\,\tau^{1/2}+\dots\right),\qquad n=\frac14+\frac e2\,\tau^{1/2}+\dots,$$
$$C^2=\frac{\Gamma(3/4)}{\Gamma(5/4)},\qquad e=\frac{\tfrac12\Gamma(3/4)}{C^2\Gamma(7/4)+\Gamma(5/4)},$$
so that $C=1.163$ and $e=0.285$.

**(ii)** As $\tau\to\infty$, with $L=\ln(16\tau)-\gamma-1$ and $B=\pi^2/4-1=1.467$,
$$y^2=\frac{4\tau}{L}\left[1-\frac{B}{L^2}+O(L^{-3})\right],\qquad n=\frac12-\frac1{2L}+\frac{B}{L^3}+O(L^{-4}).$$

The limit $\tau\to0$ is taken within quasi-equilibrium. At still earlier times the law $N\propto t^{1/4}$ would make $dN/dt$ exceed $k_FN_0$, A1 fails, and the rate equation gives $N\approx k_FN_0t$ instead.

## Lemma 1: response of the medium

*With $\hat f(s)=\int_0^\infty e^{-s\tau}f(\tau)\,d\tau$ and $p=\sqrt s$,*
$$s\hat y=G\,\hat h_s,\qquad G=\frac{pK_1(p)}{K_0(p)},$$
*where $K_0,K_1$ are modified Bessel functions.*

**Proof.** Diffusion obeys $\partial_\tau h=\rho^{-1}\partial_\rho(\rho\,\partial_\rho h)$. Since $h=0$ at $\tau=0$, the transform satisfies $s\hat h=\rho^{-1}(\rho\hat h')'$. The solution that decays outward is $\hat h=\hat h_sK_0(p\rho)/K_0(p)$. The flux leaving the interface is $dy/d\tau=-\partial_\rho h$ at $\rho=1$. Its transform is $s\hat y$, because $y(0)=0$, and $K_0'=-K_1$ gives the stated $G$. ∎

Short times correspond to large $p$. There $K_0\propto 1-1/(8p)$ and $K_1\propto1+3/(8p)$ with the same prefactor, so
$$G=p\left(1+\frac1{2p}+\dots\right)=p+\frac12+\dots$$
The first term is the response of a plane, the second the first effect of curvature.

Long times correspond to small $p$. There $K_1\approx1/p$ and $K_0\approx\ln(2/p)-\gamma$. With $\Lambda=\ln(1/s)$ we have $\ln(2/p)=\ln2+\Lambda/2$, hence
$$G\approx\frac{1}{\ln2+\Lambda/2-\gamma}=\frac2Z,\qquad Z=\Lambda+2\ln2-2\gamma .$$
The relative corrections are of order $s$ times logarithms, smaller than any inverse power of $\Lambda$.

## Proof of part (i)

The transform of $\tau^\alpha$ is $\Gamma(\alpha+1)s^{-\alpha-1}$. Try $y=C\tau^\beta$, $h_s=\tau^{-\beta}/C$. With $G\approx s^{1/2}$, Lemma 1 reads
$$C\,\Gamma(1+\beta)s^{-\beta}=\frac1C\Gamma(1-\beta)s^{\beta-1/2}.$$
Equal powers require $\beta=1/4$, and equal coefficients give $C^2=\Gamma(3/4)/\Gamma(5/4)$.

For the correction, $1/y$ gives $h_s=C^{-1}(\tau^{-1/4}-e\tau^{1/4}+\dots)$. The two sides of Lemma 1 are
$$s\hat y=C\left[\Gamma(\tfrac54)s^{-1/4}+e\,\Gamma(\tfrac74)s^{-3/4}\right],$$
$$G\hat h_s=\left(s^{1/2}+\tfrac12\right)\frac1C\left[\Gamma(\tfrac34)s^{-3/4}-e\,\Gamma(\tfrac54)s^{-5/4}\right].$$
In the second line, $s^{-3/4}$ arises from $\tfrac12\cdot s^{-3/4}$ and from $s^{1/2}\cdot s^{-5/4}$. Equating coefficients and multiplying by $C$,
$$C^2e\,\Gamma(\tfrac74)=\tfrac12\Gamma(\tfrac34)-e\,\Gamma(\tfrac54),$$
which gives $e$. Finally $\ln y=\ln C+\tfrac14\ln\tau+e\tau^{1/2}+\dots$, and $\tau\,d/d\tau$ of this is $n$. ∎

Curvature raises the exponent as soon as the diffusion length is a noticeable fraction of $a$, because hydrogen spreading into a widening space leaves the interface faster than from a plane.

## Lemma 2: transforms containing a logarithm

*For $\alpha>-1$ and $f$ a power of a shifted logarithm at large $\tau$, the transform of $\tau^\alpha f(\ln\tau)$ as $s\to0$ is*
$$\frac{\Gamma(\alpha+1)}{s^{\alpha+1}}\left[f(\Lambda+\psi)+\tfrac12\psi'f''(\Lambda+\psi)+O(f''')\right],$$
*where the digamma function $\psi$ and its derivative $\psi'$ are taken at $\alpha+1$.*

**Proof.** Put $\tau=x/s$. The transform becomes $s^{-\alpha-1}\int_0^\infty e^{-x}x^\alpha f(\Lambda+\ln x)\,dx$. This is $\Gamma(\alpha+1)s^{-\alpha-1}$ times an average over $x$ with normalised weight $e^{-x}x^\alpha/\Gamma(\alpha+1)$. In that average
$$\left\langle e^{q\ln x}\right\rangle=\frac{\Gamma(\alpha+1+q)}{\Gamma(\alpha+1)} .$$
The first two derivatives of its logarithm at $q=0$ are the mean and the variance of $\ln x$, namely $\psi$ and $\psi'$. Expanding $f$ about $\Lambda+\psi$, the linear term averages to zero and the quadratic one gives $\tfrac12\psi'f''$. Times $\tau$ of order one, where $f$ need not have its late form, contribute a finite amount, smaller than the main term by $s^{\alpha+1}$ up to logarithms. ∎

## Proof of part (ii)

**The power.** Try $y=A\tau^\beta$ with $G=2/Z$. Now
$$A\,\Gamma(1+\beta)s^{-\beta}=\frac{2}{ZA}\Gamma(1-\beta)s^{\beta-1}$$
requires $\beta=1/2$. Since $\Gamma(1/2)/\Gamma(3/2)=2$, it also requires $A^2=4/Z$, which is not constant. The amplitude must therefore vary with $\ln\tau$. Write
$$y=2\tau^{1/2}L^{-1/2}\left(1+\frac{b}{2L^2}\right),\qquad L=\ln\tau+c .$$
A relative term in $1/L$ is not needed, because a shift of $c$ produces one. The reciprocal is
$$h_s=\tfrac12\tau^{-1/2}L^{1/2}\left(1-\frac b{2L^2}\right).$$

**The transforms.** Lemma 2 is needed with $\alpha=1/2$ for $y$ and $\alpha=-1/2$ for $h_s$. From $\psi(1/2)=-\gamma-2\ln2$ and $\psi(z+1)=\psi(z)+1/z$,
$$\psi(\tfrac32)=m+1,\qquad\psi(\tfrac12)=m-1,\qquad m=1-\gamma-2\ln2 .$$
Set $X=\Lambda+c+m$. Since $(L^{-1/2})''=\tfrac34L^{-5/2}$ and $(L^{1/2})''=-\tfrac14L^{-3/2}$,
$$s\hat y=\frac{\sqrt\pi}{\sqrt s\,\sqrt{X+1}}\left[1+\frac{b}{2X^2}+\frac{3\psi'(3/2)}{8X^2}\right],$$
$$G\hat h_s=\frac{\sqrt\pi}{\sqrt s}\,\frac{\sqrt{X-1}}{Z}\left[1-\frac{b}{2X^2}-\frac{\psi'(1/2)}{8X^2}\right],$$
up to relative order $X^{-3}$. The prefactors are $2\Gamma(3/2)=\sqrt\pi$ and $2\cdot\tfrac12\Gamma(1/2)=\sqrt\pi$.

**Matching.** Divide the first line by the second. With $1/\sqrt{X^2-1}=X^{-1}(1+1/(2X^2)+\dots)$,
$$\frac ZX\left[1+\frac1{X^2}\left(\frac12+b+\frac{3\psi'(3/2)+\psi'(1/2)}8\right)\right]=1+O(X^{-3}).$$
The difference $Z-X$ is a constant. If it were not zero, $Z/X$ would contain a term in $1/X$ with nothing to cancel it. So $Z=X$, that is, $c+m=2\ln2-2\gamma$, and
$$c=2\ln2-2\gamma-1+\gamma+2\ln2=4\ln2-\gamma-1=1.195 .$$
This is the stated $L$, as $4\ln2=\ln16$. The next order requires the round bracket to vanish. With $\psi'(1/2)=\pi^2/2$ and $\psi'(3/2)=\pi^2/2-4$, the last fraction is $(2\pi^2-12)/8=\pi^2/4-3/2$, so $b=1-\pi^2/4=-B$.

**The exponent.** From $\ln y=\ln2+\tfrac12\ln\tau-\tfrac12\ln L-B/(2L^2)+\dots$ and $dL/d\ln\tau=1$, differentiation gives $n=\tfrac12-1/(2L)+B/L^3+\dots$ ∎

## Remarks

**Meaning of the leading term.** At late times the profile near the wire is nearly steady. It falls as $\ln\rho$ out to a radius whose square is of order $\tau$, so $dy/d\tau\approx2h_s/L=2/(Ly)$. Then $d(y^2)/d\tau\approx4/L$ and $y^2\approx4\tau/L$. If the present $h_s$ were taken to have acted during the whole past, one would have $y=2\tau h_s/L$ and $y^2=2\tau/L$. That is too small by a factor 2, and $N$ by $\sqrt2$, because $h_s=1/y$ was larger earlier.

**A sphere.** Outside a sphere the steady profile is $h=h_s/\rho$ and the flux is $h_s$. Then $dy/d\tau=1/y$ and $y^2=2\tau$: the exponent is $1/2$ at leading order without a logarithm. The slow approach on a cylinder reflects the fact that no steady profile around it vanishes at infinity.

**The price of the last hundredths.** At leading order $L=1/(1-2n)$, so $\tau=e^{L-c}$ grows exponentially with $1/(1-2n)$. For $n=0.49$ the time corresponds to a diffusion length $\sqrt{4Dt}$ of about 770 m in the example below. On a long wire the limit describes a trend, not a state that is reached in practice.

**A reflecting wall.** If the medium ends at $r=R$, hydrogen eventually fills it uniformly. Conservation gives $y=\int_1^{R/a}h_s\rho\,d\rho=\tfrac12h_s(R^2/a^2-1)$, and $h_s=1/y$ then gives
$$y^2\to\tfrac12\left(\frac{R^2}{a^2}-1\right),\qquad n\to0 .$$
A finite bond supply also ends the rise, since $N$ cannot exceed $N_0$. In the example below the ideal curve would already have used about 90 % of $N_0$ when $n=0.45$, far outside A1; with finite $N_0$ and $k_F$ the exponent peaks at about 0.39 near 3000 s and then falls.

**Between the limits.** A finite-volume solution of the nonlinear radial problem gives these exponents:

| $\tau$ | $n$, numerical | $n$, part (ii) |
|---|---|---|
| $10^{-4}$ | 0.2514 | – |
| $10^{-2}$ | 0.2631 | – |
| $1$ | 0.3285 | – |
| $10$ | 0.3801 | 0.3913 |
| $10^2$ | 0.4185 | 0.4213 |
| $10^4$ | 0.4533 | 0.4533 |
| $10^9$ | 0.4773 | 0.4773 |

Halving the number of cells changes $y$ by less than $10^{-4}$ of its value. The computed exponent rises at every step from $\tau=10^{-4}$ to nearly $10^{10}$; this monotonic rise is a numerical result, not part of the proof. The constants can be checked separately, since part (ii) implies $4\tau/y^2=L+B/L+\dots$. At $\tau=10^{10}$ the solution gives 24.285, while $L=24.221$ and $L+B/L=24.282$.

## A nanowire transistor

Engineering units are natural here. Take a gate-all-around silicon device with $a=10$ nm, a 2 nm oxide and a gate 30 nm long, measured along the wire. Let $N_0=5\times10^{12}$ cm$^{-2}$, $k_F=0.1$ s$^{-1}$, $D=4\times10^{-14}$ cm$^2$/s and $\sqrt{Ka}=10^{11}$ cm$^{-2}$. These are round values chosen to illustrate the equations, not a fitted device; temperature and field enter through the constants and are held fixed.

The time unit is $a^2/D=10^{-12}/(4\times10^{-14})=25$ s, so 1000 s means $\tau=40$. Then $L=\ln640-1.577=4.884$, and
$$n\approx0.5-\frac1{9.77}+\frac{1.467}{116.5}=0.410,$$
against 0.406 from the numerical solution. The formula for $y$ gives $N=5.54\times10^{11}$ cm$^{-2}$, the solution $5.59\times10^{11}$ cm$^{-2}$. At 1 s, $\tau=0.04$ and part (i) gives $n\approx0.25+0.143\times0.2=0.279$, against 0.274.

If each broken bond holds one elementary charge $q$, the threshold shift is $qN/C_{ox}$. The capacitance per interface area is $C_{ox}=\varepsilon_{ox}/[a\ln(1+t_{ox}/a)]=1.894$ µF/cm$^2$, with $t_{ox}$ the oxide thickness. The shift grows from 4.6 mV at 1 s to 47 mV at 1000 s.

**What A1 and A2 leave out.** Each change below was made in the numerical solution at 1000 s, with the other parameters held fixed.

| Change | $N$ | $n$ |
|---|---|---|
| none | – | 0.406 |
| finite $N_0$ and $k_F$ | −4.4 % | 0.388 |
| reflecting wall at 100 nm | −3.4 % | 0.315 |
| pairing into inert H$_2$ | +4.6 % | 0.420 |
| all three | −2.8 % | 0.339 |

Pairing was taken as diffusion-limited with a capture radius of 0.3 nm; paired hydrogen cannot restore bonds, so $N$ rises. Of these changes, the wall matters most for the exponent. The diffusion length is 126 nm, more than the distance to the wall, and $n$ has already dropped while the accumulated $N$ has hardly changed. With the wall alone, $N$ saturates at $7.04\times10^{11}$ cm$^{-2}$. A core filled to the surface density would hold 1.6 % of the hydrogen outside at 1000 s; this ratio, $1/(2y^2)$, is 1.7 at 1 s, so the early values hold only if hydrogen stays out of the core, as A2 assumes.

**What A3 leaves out.** The product $NH_s$ presumes that hydrogen from many bonds has mixed. At 1 s the diffusion length is 4 nm and the mean spacing $N^{-1/2}$ of broken bonds is 43 nm, so an atom mostly meets the bond it came from. The two lengths become equal at about 38 s. In general the ratio of their squares is $4DtN=4\tau y\,a^2\sqrt{Ka}$. The $1/4$ regime, with $\tau\ll1$, can thus be mean-field only if $a^2\sqrt{Ka}\gg1$; here it is 0.1. The early exponents are properties of the equations and not predictions for this wire. Even at 1000 s the long-wire result gives only about 10 broken bonds under one gate. If they are independent, the standard deviation between devices is about $1/\sqrt{10.5}\approx0.3$ of the mean, and the curve can at best describe an average over many devices.

**The gate is short.** The theorem treats the wire as endless. At 1000 s the diffusion length of 126 nm is four times the gate length, so if bonds break only under the gate, much of the hydrogen escapes past its ends. Both $N$ and $n$ then lie well above the values given here, and the exponent nears $1/2$ much sooner, as it does for a sphere. The cylindrical law needs a gate much longer than the diffusion length.

**The rate constants.** The chosen values imply $k_R=k_FN_0/K=5\times10^{-17}$ cm$^3$/s. An atom that diffuses with the constant $D$ can reach a bond of capture radius $R_c=0.3$ nm at a rate constant of at most $4\pi DR_c=1.5\times10^{-20}$ cm$^3$/s, over 3000 times less. With $k_R$ at that limit and $K$ unchanged, $k_F$ would be only $3\times10^{-5}$ s$^{-1}$. Bond breaking, not diffusion, would then control the growth, and $n$ would still be about 0.9 at 1000 s. Quasi-equilibrium with these numbers would need hydrogen that moves far faster near the interface than in the medium. The example therefore shows how the equations behave and does not predict the degradation of a real wire.

**The real case.** The dimensions are in the range of nanowire transistors, though many are thinner. The diffusivity is far below that of free atomic hydrogen in silica and stands for motion slowed by traps. A value ten times larger, at the same $K$, would bring $\tau$ to 400 at 1000 s; with the wall at 100 nm, $N$ would then be saturated and $n$ near zero. Real stacks also have layers with different solubility and diffusivity, and neighbouring devices that act like walls. Charge trapped in the oxide adds to the shift: a constant $2\times10^{11}$ cm$^{-2}$ of holes would lower the apparent exponent at 1000 s from 0.406 to $0.406\times5.59/7.59=0.30$. Whether hydrogen diffusion controls the degradation at all is disputed. A measured exponent between $1/4$ and $1/2$ is therefore not, by itself, evidence for cylindrical diffusion. The numerical output lists the remaining values.

## Computed results

```
C = 1.1627, e = 0.2851, B = 1.4674
constant in L: 1.1954
largest grid difference in y: 8.3e-05
tau, y, exponent n (numerical), n (late formula)
  1e-4  0.1166  0.2514  -
  1e-2  0.3779  0.2631  -
  1e+0  1.431  0.3285  -
  1e+1  3.237  0.3801  0.3913
  1e+2  8.15  0.4185  0.4213
  1e+4  61.55  0.4533  0.4533
  1e+6  514.4  0.4672  0.4671
  1e+9  1.349e+04  0.4773  0.4773
tau=1e10: 4tau/y^2 = 24.285, L = 24.221, L+B/L = 24.282
a = 10 nm, oxide 2 nm, gate 30 nm
D = 4.0e-14 cm2/s, N0 = 5.0e+12 cm^-2, kF = 0.1 1/s
sqrt(K a) = 1.0e+11 cm^-2, K = 1.00e+28 cm^-5
kR = 5.00e-17 cm3/s, a^2/D = 25.0 s
oxide capacitance = 1.894 uF/cm2
t (s), tau, N (cm^-2), Hs (cm^-3), n, shift (mV)
  1  0.04  5.481e+10  1.82e+17  0.274  4.64
  10  0.40  1.068e+11  9.36e+16  0.309  9.04
  100  4.00  2.306e+11  4.34e+16  0.360  19.51
  1000  40.00  5.586e+11  1.79e+16  0.406  47.25
1000 s: L = 4.884, late formula N = 5.545e+11 cm^-2
1000 s: n = 1/2-1/(2L): 0.398, with B term: 0.410
n = 0.45: tau = 4.94e+03, t = 1.23e+05 s, sqrt(4Dt) = 1.41e+00 um
n = 0.49: tau = 1.48e+21, t = 3.70e+22 s, sqrt(4Dt) = 7.69e+08 um
neglected effects at 1000 s: N (cm^-2), change (%), n
  ideal model: 5.586e+11, +0.0, 0.406
  finite bonds, rates: 5.339e+11, -4.4, 0.388
  wall at 100 nm: 5.396e+11, -3.4, 0.315
  H pairing: 5.843e+11, +4.6, 0.420
  all together: 5.427e+11, -2.8, 0.339
H-H capture radius = 0.3 nm
wall: saturated N = 7.036e+11 cm^-2, at 1e4 s 7.035e+11
bonds broken at 1000 s: 11.2 % of N0
H in a filled core / H outside, 1000 s: 1.60 %
apparent n at 1000 s with 2e+11 cm^-2 trapped holes: 0.299
broken bonds per device at 1000 s: 10.5
1 s: sqrt(4Dt) = 4.0 nm, bond spacing = 42.7 nm
1000 s: sqrt(4Dt) = 126.5 nm, bond spacing = 13.4 nm
diffusion length reaches bond spacing at 38 s
```
